# Surface Scattering and Drude Damping in a 10 nm Gold Film: verification in Python

```python
"""Surface scattering and Drude damping in a thin gold film.

Result under test: for an in-plane optical field, walls that reflect a
fraction p of electrons specularly add the current damping
    gamma_s = (3/8) (1 - p) v_F / d      when omega >> v_F / d,
so the transit estimate v_F / d is an upper scale, not the derived value.
Symbols: v_F Fermi velocity, d film thickness, omega light frequency,
gamma_b bulk damping. Dampings are energies hbar*gamma in eV, lengths in nm.
Material inputs are rough typical values for gold.
"""
import numpy as np
from scipy import constants as const

# ---------------- inputs (rough typical values) ----------------
lattice_nm = 0.41
thickness = 10.0
bulk_damping = 0.07
photon = 1.5
temperature = 300.0
grain_size = 10.0
grain_reflection = 0.3
dc_resistivity = 2.2e-8      # ohm m
band_mass = 1.1              # in electron masses
background_eps = 9.0         # bound-electron polarization
glass_index = 1.5

# ---------------- free-electron quantities ----------------
density = 4.0 / (lattice_nm * 1e-9) ** 3
k_fermi = (3 * np.pi ** 2 * density) ** (1 / 3)
v_fermi = const.hbar * k_fermi / const.m_e
fermi_energy = 0.5 * const.m_e * v_fermi ** 2 / const.e
hbar_v = const.hbar * v_fermi / const.e * 1e9          # eV nm
plasma = const.hbar / const.e * np.sqrt(
    density * const.e ** 2 / (const.epsilon_0 * const.m_e))

transit_damping = hbar_v / thickness
diffuse_damping = 3 / 8 * transit_damping
total_damping = bulk_damping + diffuse_damping
assert abs(transit_damping - 0.09) < 0.005

# ---------------- test 1: random electron flights ----------------
# Unit speed and unit film thickness; flight time below one transit time,
# so that no electron can meet a second wall.
rng = np.random.default_rng(7)
samples = 2_000_000
flight_time = 0.8


def random_directions():
    cos_polar = rng.uniform(-1, 1, samples)
    azimuth = rng.uniform(0, 2 * np.pi, samples)
    return np.sqrt(1 - cos_polar ** 2) * np.cos(azimuth), cos_polar


def wall_flights(specularity):
    """Return hit rate and current decay rate, both in units v_F/d."""
    vx, vz = random_directions()
    end = rng.uniform(0, 1, samples) + vz * flight_time
    hit = (end < 0) | (end > 1)
    diffuse = hit & (rng.uniform(0, 1, samples) > specularity)
    # diffuse emission from a wall follows the cosine law
    cos_out = np.sqrt(rng.uniform(0, 1, samples))
    vx_out = np.sqrt(1 - cos_out ** 2) * np.cos(
        rng.uniform(0, 2 * np.pi, samples))
    vx_late = np.where(diffuse, vx_out, vx)
    decay = 1 - np.mean(vx * vx_late) / np.mean(vx ** 2)
    return hit.mean() / flight_time, decay / flight_time


hit_rate, decay_diffuse = wall_flights(0.0)
_, decay_mixed = wall_flights(0.3)
# tolerances cover the sampling noise of a few tenths of a percent
assert abs(hit_rate / 0.5 - 1) < 0.01
assert abs(decay_diffuse / (3 / 8) - 1) < 0.015
assert abs(decay_mixed / (3 / 8 * 0.7) - 1) < 0.015

# grain boundaries: planes normal to the current that reverse v_x
vx, _ = random_directions()
end = rng.uniform(0, 1, samples) + vx * flight_time
reversed_x = ((end < 0) | (end > 1)) & (
    rng.uniform(0, 1, samples) < grain_reflection)
grain_decay = (1 - np.mean(vx * np.where(reversed_x, -vx, vx))
               / np.mean(vx ** 2)) / flight_time
assert abs(grain_decay / (1.5 * grain_reflection) - 1) < 0.015
grain_damping = 1.5 * grain_reflection * hbar_v / grain_size

# ---------------- test 2: Boltzmann equation across the film -------------
nodes, node_weights = np.polynomial.legendre.leggauss(200)
mu = 0.5 * (nodes + 1)                     # |v_z| / v_F
angular_weight = 0.5 * node_weights * 0.75 * (1 - mu ** 2)
steps = 2000


def film_response(film_d, specularity, field=None):
    """Mean current per field, scaled so bulk metal gives 1/(gamma - i w)."""
    if field is None:
        field = np.ones(steps + 1, dtype=complex)
    h = film_d / steps
    a = (bulk_damping - 1j * photon) * h / (2 * hbar_v * mu)
    passing = (1 - a) / (1 + a)
    source = h / (hbar_v * mu) / (1 + a)

    def march(profile, start):
        g = start.astype(complex)
        overlap = np.zeros_like(g)
        middle = 0.5 * (profile[1:] + profile[:-1])
        for e_mid in middle:
            g_next = passing * g + source * e_mid
            overlap += h * np.conj(e_mid) * 0.5 * (g + g_next)
            g = g_next
        return g, overlap, h * np.sum(np.abs(middle) ** 2)

    zero = np.zeros_like(mu)
    p, cross = specularity, passing ** steps
    end_up = march(field, zero)[0]
    end_down = march(field[::-1], zero)[0]
    loop = 1 - (p * cross) ** 2
    start_up = p * (end_down + p * cross * end_up) / loop
    start_down = p * (end_up + p * cross * end_down) / loop
    _, up, norm = march(field, start_up)
    _, down, _ = march(field[::-1], start_down)
    return np.sum(angular_weight * (up + down)) / norm


def added_damping(response):
    return (1 / response).real - bulk_damping


response_diffuse = film_response(thickness, 0.0)
kinetic_diffuse = added_damping(response_diffuse)
kinetic_half = added_damping(film_response(thickness, 0.5))
kinetic_specular = added_damping(film_response(thickness, 1.0))
# electrons that cross the whole film leave a correction of order
# (v_F / (omega d))^2, about one percent here
assert abs(kinetic_diffuse / diffuse_damping - 1) < 0.02
assert abs(kinetic_half / (0.5 * diffuse_damping) - 1) < 0.02
assert abs(kinetic_specular) < 1e-6


# ---------------- consequences for the optical constants ----------------
def drude_loss(damping):
    return plasma ** 2 * damping / (photon * (photon ** 2 + damping ** 2))


kinetic_loss = plasma ** 2 * response_diffuse.real / photon
assert abs(kinetic_loss / drude_loss(total_damping) - 1) < 0.01

equal_transit = hbar_v / bulk_damping
equal_diffuse = 3 / 8 * equal_transit
# the thinner film has a larger crossing correction, below ten percent
kinetic_equal = added_damping(film_response(equal_diffuse, 0.0))
assert abs(kinetic_equal / bulk_damping - 1) < 0.10

# ---------------- sizes of neglected effects ----------------
# uneven field in a film on glass, light arriving from air
k_vacuum = photon * const.e / (const.hbar * const.c) * 1e-9
eps_film = background_eps - plasma ** 2 / (
    photon * (photon + 1j * total_damping))
k_film = k_vacuum * np.sqrt(eps_film)
from_exit = np.linspace(0, thickness, steps + 1) - thickness
field_profile = (np.cos(k_film * from_exit)
                 + 1j * k_vacuum * glass_index / k_film
                 * np.sin(k_film * from_exit))
uneven_damping = added_damping(film_response(thickness, 0.0, field_profile))
assert abs(uneven_damping / diffuse_damping - 1) < 0.10
field_depth = 1 / abs(k_film.imag)

dc_damping = (const.hbar / const.e * density * const.e ** 2
              * dc_resistivity / const.m_e)
thermal_ratio = const.k * temperature / const.e / fermi_energy
level_count = k_fermi * thickness * 1e-9 / np.pi

# ---------------- report ----------------
print("INPUTS (rough typical values for gold)")
print(f"lattice parameter: {lattice_nm:.2f} nm")
print(f"film thickness d: {thickness:.1f} nm")
print(f"bulk optical damping: {bulk_damping:.3f} eV")
print(f"photon energy: {photon:.2f} eV")
print(f"temperature: {temperature:.0f} K")
print("FREE-ELECTRON VALUES")
print(f"electron density: {density * 1e-27:.1f} per nm^3")
print(f"Fermi wave number: {k_fermi * 1e-9:.2f} per nm")
print(f"Fermi velocity: {v_fermi:.3e} m/s")
print(f"hbar v_F: {hbar_v:.3f} eV nm")
print(f"Fermi energy: {fermi_energy:.2f} eV")
print(f"plasma energy: {plasma:.2f} eV")
print("SURFACE DAMPING")
print(f"transit time d/v_F: {thickness * 1e-9 / v_fermi * 1e15:.2f} fs")
print(f"transit estimate hbar v_F/d: {transit_damping:.4f} eV")
print(f"transit estimate / bulk: {transit_damping / bulk_damping:.2f}")
print(f"diffuse walls, 3/8 formula: {diffuse_damping:.4f} eV")
print(f"diffuse walls / bulk: {diffuse_damping / bulk_damping:.2f}")
print(f"bulk + diffuse walls: {total_damping:.4f} eV")
print(f"bulk + transit estimate: {bulk_damping + transit_damping:.4f} eV")
print("CHECKS")
print(f"flights, hit rate: {hit_rate:.4f} v_F/d")
print(f"flights, current decay, p=0: {decay_diffuse:.4f} v_F/d")
print(f"flights, current decay, p=0.3: {decay_mixed:.4f} v_F/d")
print(f"Boltzmann added damping, p=0: {kinetic_diffuse:.4f} eV")
print(f"Boltzmann added damping, p=0.5: {kinetic_half:.4f} eV")
print(f"Boltzmann |added damping|, p=1: {abs(kinetic_specular):.1e} eV")
print(f"small parameter v_F/(omega d): {transit_damping / photon:.3f}")
print("OPTICAL CONSEQUENCES (free-carrier part)")
print(f"Im eps, bulk damping only: {drude_loss(bulk_damping):.2f}")
print(f"Im eps, with diffuse walls: {drude_loss(total_damping):.2f}")
print(f"Im eps, Boltzmann, diffuse walls: {kinetic_loss:.2f}")
print("Im eps, with transit estimate: "
      f"{drude_loss(bulk_damping + transit_damping):.2f}")
print(f"bulk mean free path = equal-damping d, A=1: {equal_transit:.1f} nm")
print(f"equal-damping d, A=3/8: {equal_diffuse:.1f} nm")
print(f"Boltzmann added damping at that d: {kinetic_equal:.4f} eV")
print("NEGLECTED EFFECTS")
print(f"assumed grain size: {grain_size:.1f} nm")
print(f"assumed grain-boundary reflection: {grain_reflection:.2f}")
print(f"flights, grain decay: {grain_decay:.4f} v_F/D")
print(f"grain-boundary damping: {grain_damping:.4f} eV")
print(f"assumed background permittivity: {background_eps:.1f}")
print(f"assumed glass index: {glass_index:.2f}")
print(f"field decay length in gold: {field_depth:.1f} nm")
print(f"diffuse-wall damping, uneven field: {uneven_damping:.4f} eV")
print(f"rough dc resistivity: {dc_resistivity * 1e8:.1f} microohm cm")
print(f"bulk damping implied by dc resistivity: {dc_damping:.4f} eV")
print(f"assumed band mass: {band_mass:.2f} electron masses")
print(f"transit estimate with it: {transit_damping / band_mass:.4f} eV")
print(f"thermal energy / Fermi energy: {thermal_ratio:.4f}")
print(f"filled levels across film, k_F d/pi: {level_count:.0f}")
print("success")
```

It prints:

```
INPUTS (rough typical values for gold)
lattice parameter: 0.41 nm
film thickness d: 10.0 nm
bulk optical damping: 0.070 eV
photon energy: 1.50 eV
temperature: 300 K
FREE-ELECTRON VALUES
electron density: 58.0 per nm^3
Fermi wave number: 11.98 per nm
Fermi velocity: 1.387e+06 m/s
hbar v_F: 0.913 eV nm
Fermi energy: 5.47 eV
plasma energy: 8.95 eV
SURFACE DAMPING
transit time d/v_F: 7.21 fs
transit estimate hbar v_F/d: 0.0913 eV
transit estimate / bulk: 1.30
diffuse walls, 3/8 formula: 0.0342 eV
diffuse walls / bulk: 0.49
bulk + diffuse walls: 0.1042 eV
bulk + transit estimate: 0.1613 eV
CHECKS
flights, hit rate: 0.4999 v_F/d
flights, current decay, p=0: 0.3752 v_F/d
flights, current decay, p=0.3: 0.2633 v_F/d
Boltzmann added damping, p=0: 0.0338 eV
Boltzmann added damping, p=0.5: 0.0170 eV
Boltzmann |added damping|, p=1: 5.2e-15 eV
small parameter v_F/(omega d): 0.061
OPTICAL CONSEQUENCES (free-carrier part)
Im eps, bulk damping only: 1.66
Im eps, with diffuse walls: 2.46
Im eps, Boltzmann, diffuse walls: 2.45
Im eps, with transit estimate: 3.78
bulk mean free path = equal-damping d, A=1: 13.0 nm
equal-damping d, A=3/8: 4.9 nm
Boltzmann added damping at that d: 0.0726 eV
NEGLECTED EFFECTS
assumed grain size: 10.0 nm
assumed grain-boundary reflection: 0.30
flights, grain decay: 0.4485 v_F/D
grain-boundary damping: 0.0411 eV
assumed background permittivity: 9.0
assumed glass index: 1.50
field decay length in gold: 25.6 nm
diffuse-wall damping, uneven field: 0.0348 eV
rough dc resistivity: 2.2 microohm cm
bulk damping implied by dc resistivity: 0.0237 eV
assumed band mass: 1.10 electron masses
transit estimate with it: 0.0830 eV
thermal energy / Fermi energy: 0.0047
filled levels across film, k_F d/pi: 38
success
```
